\section*{Thermopower of a linear three-dimensional band modelling CoSi}

\section*{Question}

I am working on an exercise about transport in silicides. CoSi is modelled by a linear electron band in three dimensions, $E=\hbar v|\mathbf k|$, with a lifetime $\tau$ that does not depend on energy. The Fermi energy is $0.1$ eV above the node. I have to find the thermopower at $100$ K.

I started from the Mott formula,
\[
S=-\frac{\pi^2}{3}\frac{k_B^2T}{e}\,
\frac{d\ln\sigma(E)}{dE}\bigg|_{E_F},
\]
and from $\sigma=ne^2\tau/m$. The density of a linear band grows as $n\propto E^3$, so I took the logarithmic derivative to be $3/E_F$. That gives about $-73$ $\mu$V/K, which I am told is too large in magnitude. Where is the error? I also have three doubts. No velocity or lifetime is given: are they needed? Should I correct for the shift of the chemical potential with temperature? And how far can the answer be trusted for real CoSi?

\section*{Answer}

The error is the constant $m$. In a linear band the mass that enters the Drude formula is momentum divided by velocity, $\hbar k/v=E/v^2$, and it grows with energy. It removes one of your three powers, so $\sigma\propto E^3/E=E^2$. The derivation below starts from the Boltzmann equation, so that the Mott formula need not be assumed and the role of the chemical potential can be seen.

\subsection*{From the Boltzmann equation to $S$}

Let $e>0$, so that an electron has charge $-e$. Let the field $\mathcal E$ and the temperature gradient $T'=dT/dz$ point along $z$. To first order in both, the stationary Boltzmann equation is
\[
v_z\frac{\partial f}{\partial z}-\frac{e\mathcal E}{\hbar}\frac{\partial f}{\partial k_z}
=-\frac{\delta f}{\tau},
\]
where $f$ on the left is the local Fermi function. Since $f$ depends on $(E-\mu)/k_BT$,
\[
\frac{\partial f}{\partial z}=\left(-\frac{\partial f}{\partial E}\right)
\left[\mu'+\frac{E-\mu}{T}T'\right],\qquad
\frac{\partial f}{\partial k_z}=\hbar v_z\frac{\partial f}{\partial E}.
\]
Therefore
\[
\delta f=-\tau v_z\left(-\frac{\partial f}{\partial E}\right)
\left[e\mathcal E+\mu'+\frac{E-\mu}{T}T'\right].
\]
The current density is the sum of $-e\,v_z\,\delta f$ over states. The two minus signs cancel. With the density of states $g(E)$ and the angular average $\langle v_z^2\rangle=v^2/3$,
\begin{equation}
J=L_0\left(\mathcal E+\frac{\mu'}{e}\right)+\frac{L_1}{eT}T',\qquad
L_n=\int\sigma(E)(E-\mu)^n\left(-\frac{\partial f}{\partial E}\right)dE,
\label{eq:J}
\end{equation}
where $\sigma(E)=e^2\tau v^2g(E)/3$. A voltmeter responds to $\mathcal E+\mu'/e$, and $S$ is this quantity divided by $T'$ when $J=0$:
\begin{equation}
S=-\frac{L_1}{eT\,L_0}.
\label{eq:S}
\end{equation}
The ratio $L_1/L_0$ is the mean energy, measured from $\mu$, of the carriers that conduct. If states above $\mu$ conduct better than those below, it is positive and $S$ is negative.

\subsection*{The transport function}

Let $N$ be the number of cones, spin included. The states below energy $E$ fill spheres of radius $k=E/\hbar v$, so their density is $Nk^3/6\pi^2$. Differentiating,
\[
g(E)=\frac{N E^2}{2\pi^2\hbar^3v^3},\qquad
\sigma(E)=\frac{N e^2\tau}{6\pi^2\hbar^3 v}\,E^2\equiv A E^2 .
\]
The speed is the same at every energy and $\tau$ is constant, so the energy dependence comes from the density of states alone. The prefactor $A$, which holds $v$, $\tau$ and $N$, cancels in \eqref{eq:S}. That answers your first doubt: $S$ needs neither velocity nor lifetime, although the resistivity does.

\subsection*{The integrals}

It is convenient to keep the lower half of the cone, $E=-\hbar v|\mathbf k|$, with the same $\tau$. Then $\sigma(E)=AE^2$ holds for both signs of $E$. Set $E=\mu+k_BTx$. The weight $-\partial f/\partial x=e^{-x}/(1+e^{-x})^2$ is even in $x$ and integrates to 1, and its odd moments vanish. For the second moment, expand in powers of $e^{-x}$ for $x>0$:
\[
2\int_0^\infty x^2\sum_{j\ge1}(-1)^{j-1}j\,e^{-jx}\,dx
=4\sum_{j\ge1}\frac{(-1)^{j-1}}{j^2}=\frac{\pi^2}{3}.
\]
Since $E^2=\mu^2+2\mu k_BTx+(k_BT)^2x^2$,
\begin{align*}
L_0&=A\left[\mu^2+\frac{\pi^2}{3}(k_BT)^2\right],\\
L_1&=A\,k_BT\left[2\mu k_BT\,\frac{\pi^2}{3}\right].
\end{align*}
In $L_1$ the terms $\mu^2x$ and $(k_BT)^2x^3$ drop out because they are odd. Hence, at any temperature within this model,
\begin{equation}
S=-\frac{k_B}{e}\,\frac{2\pi^2}{3}\,
\frac{\mu k_BT}{\mu^2+\pi^2(k_BT)^2/3}.
\label{eq:full}
\end{equation}
For $k_BT\ll\mu\simeq E_F$ this becomes
\begin{equation}
S\simeq-\frac{2\pi^2}{3}\,\frac{k_B}{e}\,\frac{k_BT}{E_F},
\label{eq:lead}
\end{equation}
which is the Mott formula with logarithmic derivative $2/E_F$.

At $100$ K, $k_BT=8.617$ meV and $k_BT/E_F=0.08617$. With $k_B/e=86.17$ $\mu$V/K,
\[
S\simeq-6.580\times86.17\times0.08617\ \mu\mathrm{V/K}
=-48.9\ \mu\mathrm{V/K}.
\]
The hot end of an open sample is positive, because electrons have moved to the cold end. The mean energy $L_1/L_0=eT|S|$ is about $4.9$ meV, or $0.57\,k_BT$: the conducting electrons sit on average a little above $\mu$.

\subsection*{Does the chemical potential matter?}

It depends on what is held fixed. In a sample with given doping it is the net density $n$, electrons minus holes. Because $\partial f/\partial\mu=-\partial f/\partial E$,
\[
\frac{\partial n}{\partial\mu}=\int g(E)\left(-\frac{\partial f}{\partial E}\right)dE
=\frac{N}{2\pi^2\hbar^3v^3}\left[\mu^2+\frac{\pi^2}{3}(k_BT)^2\right].
\]
By symmetry $n=0$ at $\mu=0$. Integrating from there, and equating the result to its value at $T=0$, where $\mu=E_F$, gives
\begin{equation}
\mu^3+\pi^2\mu(k_BT)^2=E_F^3 .
\label{eq:mu}
\end{equation}
Define $m=\mu/E_F$ and $a=(\pi^2/3)(k_BT/E_F)^2$. Then \eqref{eq:mu} reads $m^3+3am=1$. Insert $m=1+c_1a+c_2a^2+\dots$ and compare powers of $a$:
\[
3c_1+3=0,\qquad 3c_2+3c_1^2+3c_1=0 .
\]
So $c_1=-1$, $c_2=0$, and $m=1-a+O(a^3)$. Equation \eqref{eq:full} is the leading result \eqref{eq:lead} times
\[
\frac{m}{m^2+a}=\frac{1-a}{1-a+a^2}+O(a^3)=1-a^2+O(a^3).
\]
The fall of $\mu$ raises $|S|$ by a relative amount $a$, and the thermal term in the denominator lowers it by the same amount. Here $a=0.0244$, so $a^2$ is about $0.0006$. The chemical potential falls to $0.0976$ eV, yet $S=-48.8$ $\mu$V/K, nearly the leading value.

If instead $\mu$ is held at $E_F$, for instance by other bands that conduct little and whose density of states is large and nearly constant around $\mu$, then $m=1$ and the factor is $1/(1+a)$, which gives $-47.7$ $\mu$V/K. A direct integration over $\mathbf k$, with velocities found by finite differences of the band energy, also gives $-47.7$ $\mu$V/K for this case. At $100$ K and fixed density, correcting the integrals but not $\mu$ is thus less accurate than correcting neither.

Your exercise speaks of an electron band, without the lower half. States at $E<0$ carry a weight of order $e^{-E_F/k_BT}\approx10^{-5}$ at $100$ K. With the upper band alone and its own density condition, $S$ is again $-48.8$ $\mu$V/K.

\subsection*{Higher temperature}

At $300$ K and fixed density, the leading formula gives $-147$ $\mu$V/K and the full expression $-138$ $\mu$V/K, about 6\% smaller in magnitude. The upper band alone gives $-143$ $\mu$V/K, so the lower half can no longer be ignored. With both halves present and at still higher temperature, $a\gg1$, the condition $m^3+3am=1$ gives $m\simeq1/(3a)$. The factor $m/(m^2+a)$ then tends to $1/(3a^2)\propto T^{-4}$, and $S\propto T\cdot T^{-4}=T^{-3}$. Holes in the lower half of the cone by then nearly cancel the electrons. At $T\to0$, $S$ vanishes linearly, so $|S|$ has a maximum in between.

\subsection*{What the constant lifetime decides}

Suppose $\tau\propto E^r$ in the upper band. Then $\sigma(E)\propto E^{2+r}$, and the factor 2 in the leading result becomes $2+r$.

For $r=-1$ the leading value is halved, to $-24.4$ $\mu$V/K. At fixed density the computed value is $-25.0$ $\mu$V/K. The difference comes from $\mu$: for $\sigma\propto E$, $L_0\propto\mu$ and $L_1\propto\pi^2(k_BT)^2/3$, up to exponentially small terms, so $S\propto1/\mu$ and nothing offsets the fall of $\mu$ by 2.4\%.

For $r=-2$ the leading thermopower vanishes; the computed remainder is $-0.01$ $\mu$V/K. This case arises for elastic scattering whose matrix element does not depend on energy: by the golden rule the scattering rate is then proportional to $g(E)\propto E^2$. More states above $\mu$ are available to carry current, but each is scattered faster in the same proportion. The constant lifetime is therefore the physical content of the exercise, and not a harmless simplification. The rate $\propto E^2$ counts only final states in the cone. If electrons also scatter into a hole band whose top lies just above $\mu$, its density of states falls with energy and the lifetime can rise. Take a quadratic hole band holding as many holes as the cones hold electrons, and a rate proportional to the total density of states. The electron thermopower at $100$ K is then about $-90$ $\mu$V/K if the top lies $0.02$ eV above $E_F$, and about $-37$ $\mu$V/K if it lies $0.05$ eV above.

Weak curvature of the band matters much less, provided $E_F$ is held fixed. Take $E=\hbar vk(1+ck/k_0)$ with $k_0=E_F/\hbar v$, and write $q=k/k_0$, $\varepsilon=E/E_F$. Then $\varepsilon=q+cq^2$, and the speed is proportional to $1+2cq$. Since $g\propto k^2/\text{speed}$, $\sigma\propto q^2(1+2cq)$. Inverting, $q=\varepsilon-c\varepsilon^2+2c^2\varepsilon^3+\dots$, so
\[
\sigma\propto\varepsilon^2(1-2c\varepsilon+5c^2\varepsilon^2)
(1+2c\varepsilon-2c^2\varepsilon^2)
=\varepsilon^2(1-c^2\varepsilon^2)+O(c^3).
\]
The first order cancels, and at $\varepsilon=1$ the logarithmic slope is $2-2c^2+O(c^3)$. With $E_F$ held at $0.1$ eV, the leading formula with the full slope gives $-48.6$ $\mu$V/K for $c=0.1$ and $-47.8$ $\mu$V/K for $c=-0.1$. If the density is held instead, $k_F=k_0$ stays fixed and the Fermi energy becomes $(1+c)\times0.1$ eV. Then $S$ does change at first order, to about $-44$ $\mu$V/K for $c=0.1$ and $-54$ $\mu$V/K for $c=-0.1$.

\subsection*{How close is this to CoSi?}

CoSi has linear crossings, and the electron pockets surround the one at the zone corner R. Without spin-orbit splitting there are four upper cones there, spin included, so $N=4$. With the rough values $v=2\times10^5$ m/s and $\tau=0.1$ ps, $k_F=E_F/\hbar v=0.760$ nm$^{-1}$ and
\[
n=\frac{4\,(0.760\ \mathrm{nm}^{-1})^3}{6\pi^2}
\approx3.0\times10^{19}\ \mathrm{cm}^{-3}.
\]
The mobility at $100$ K is about $390$ cm$^2$/Vs and the resistivity about $540$ $\mu\Omega\,$cm. Real CoSi is a better conductor, with a resistivity of very roughly $100$ to $200$ $\mu\Omega\,$cm near room temperature, and lower at $100$ K in clean crystals. The comparison depends on the rough $v$ and $\tau$, but also on the position of the node at R, which lies roughly $0.2$ eV below the Fermi level, not $0.1$ eV. With $v$ and $\tau$ unchanged, $\sigma\propto E_F^2$ would bring the model to about $133$ $\mu\Omega\,$cm, but the thermopower at $100$ K would drop to $-24$ $\mu$V/K.

Two further effects act in opposite directions. CoSi also has holes near the zone centre. Currents of parallel pockets add, so at $J=0$
\[
S=\frac{\sum_i\sigma_iS_i}{\sum_i\sigma_i}.
\]
Take a quadratic hole band with constant lifetime, its top $0.05$ eV above $\mu$, carrying one tenth of the conductivity; both numbers are chosen for illustration. The share is a modest one: if this band held as many holes as the cones hold electrons, as in a compensated semimetal, and had the same lifetime, it would carry about 40\% of the conductivity and the total would be near $-2$ $\mu$V/K. Its own thermopower is $+69$ $\mu$V/K, and with $\mu$ unchanged
\[
S=0.9\,(-48.8)+0.1\,(69.2)\approx-37\ \mu\mathrm{V/K}.
\]

Phonons that scatter electrons within an electron pocket push them towards the cold end, so this phonon drag has the same sign as the electron term. Acoustic phonons of energy density $u$ exert a pressure $u/3$. If $c_{ph}=du/dT$ and a share $\alpha$ of the resulting force goes to the electrons, force balance at zero current reads $-ne\mathcal E-\alpha c_{ph}T'/3=0$, so $S_{drag}=-\alpha c_{ph}/(3ne)$. Scattering within a pocket involves phonons with $q<2k_F$. Counting $k_B$ for each of their three branches,
\[
\frac{c_{ph}}{3ne}\le\frac{k_B(2k_F)^3/6\pi^2}{e\,Nk_F^3/6\pi^2}=\frac{8k_B}{Ne}
\approx172\ \mu\mathrm{V/K}.
\]
This is a ceiling of the estimate, not a prediction. With $\alpha=0.1$, an assumed share, and a rough sound speed of $5000$ m/s, the drag term is $-17$ $\mu$V/K. I do not know $\alpha$ for a real sample.

Finally, the semiclassical picture needs $\hbar/\tau\ll E_F$. Here $\hbar/\tau=6.6$ meV, or 7\% of $E_F$. At fixed $\mu$ the effect on $S$ is small: giving every state a constant Lorentzian half-width $\hbar/2\tau$ in the Kubo formula, without vertex corrections, changes it by only about 0.3\%. At fixed density this estimate does not carry over. The Lorentzian tails add a density of states that grows with the band cutoff, and for a cutoff of $0.5$ eV the resulting fall of $\mu$ raises $|S|$ by about 10\%.

The value near $-49$ $\mu$V/K is thus well determined for the stated model. For CoSi it is only a rough guide. In the examples above, the deeper node halves it, the scattering law can nearly remove it or, through scattering into the hole band, nearly double it, the holes reduce its magnitude by a quarter or nearly cancel it, depending on their share, and the drag raises it by about a third. The numerical output below lists most of the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 100 K
Fermi energy above node: 0.100 eV
Band velocity (rough): 2.00e+05 m/s
Lifetime (rough): 0.10 ps
Number of cones, spin included: 4
kB/e: 86.173 uV/K
kB T: 0.008617 eV
kB T / EF: 0.08617
Correction parameter a: 0.02443
Fermi wave number: 0.7596 1/nm
Net carrier density: 2.961e+19 1/cm3
Mobility: 390.5 cm2/Vs
Resistivity: 539.9 uOhm cm
Chemical potential, fixed density: 0.097557 eV
S, leading formula: -48.860 uV/K
S, full cone, fixed density: -48.830 uV/K
S, full cone, mu held at EF: -47.695 uV/K
S, k-space integration, mu held at EF: -47.695 uV/K
S, upper band only, fixed density: -48.830 uV/K
exp(-EF/kT): 9.12e-06
Chemical potential at 300 K: 0.078439 eV
S at 300 K, leading formula: -146.58 uV/K
S at 300 K, fixed density: -137.67 uV/K
S, lifetime as 1/E: -25.040 uV/K
S, lifetime as 1/E^2: -0.0129 uV/K
S, node 0.2 eV below Fermi level: -24.429 uV/K
Hole pocket depth (chosen): 0.050 eV
Hole share of conductivity (chosen): 0.10
S of electrons in two-pocket case: -48.830 uV/K
S of hole pocket: 69.15 uV/K
S, electrons and holes together: -37.03 uV/K
S, curvature c = +0.1: -48.567 uV/K
S, curvature c = -0.1: -47.826 uV/K
Sound speed (rough): 5000 m/s
Drag classical ceiling: -172.3 uV/K
Drag estimate, full momentum uptake: -169.5 uV/K
Drag estimate, one tenth uptake: -16.9 uV/K
Level broadening hbar/tau: 6.58 meV
Broadening / Fermi energy: 0.0658
\end{verbatim}
